# Displacement current in a gate sweep and the false off-current floor

## 1. Definitions and conventions

A transistor with a single-layer semiconductor channel has a source, a drain and a gate. The drain is held at a constant voltage $V_D$ by an ammeter, and the gate voltage $V_G$ is swept in time. The source is the zero of voltage. The symbols are:

- $I_D$, the current in the drain lead, positive when it flows from the meter into the drain electrode;
- $I_{ch}$, the current that flows from drain to source through the channel;
- $I_{leak}=(V_D-V_G)/R$, the current that leaks from drain to gate through insulation of resistance $R$;
- $C$, the capacitance between the gate and everything joined to the drain lead, contact pad and unguarded wiring included;
- $r=dV_G/dt$, the sweep rate, positive for an upward and negative for a downward sweep.

Two combinations recur: the conduction current $I_c=I_{ch}+I_{leak}$ and the size of the displacement current, $I_{disp}=C|r|$. In the example both $I_{ch}$ and $I_{leak}$ are positive.

A transfer curve is a plot of $|I_D|$ on a logarithmic axis against $V_G$. The level of its flat low part, the plateau, is read as the off-current of the transistor. The question is what that level means when $I_c$ is much smaller than $I_{disp}$.

## 2. Charge balance at the drain

The charge on the drain side of the capacitance is

$$Q_D=C\,(V_D-V_G).$$

Charge enters the drain electrode through the lead and leaves it through the channel and the leakage path. What does not leave accumulates:

$$\frac{dQ_D}{dt}=I_D-I_{ch}-I_{leak}.$$

With $C$ and $V_D$ constant, the left side is

$$\frac{dQ_D}{dt}=C\left(0-\frac{dV_G}{dt}\right)=-C\,r .$$

Equating the two expressions and solving for $I_D$ gives

$$I_D=I_c-C\,r. \tag{1}$$

The minus sign has a direct meaning. When the gate becomes more positive, it attracts negative charge onto the drain electrode. That charge arrives through the drain lead, and negative charge flowing in is a negative current. No electron has to cross the insulator. In the gap between the conductors the current is carried by the changing electric field, which is why it is called a displacement current.

Capacitance from the drain to a conductor at fixed voltage does not contribute, because the voltage across it does not change. Only capacitance to the moving gate counts.

## 3. Leading order: the estimate

Deep in the off-state the ratio

$$\eta=\frac{I_c}{I_{disp}}$$

is small. At leading order $I_c$ is dropped from equation (1), and

$$|I_D|\simeq C|r| .$$

For $C=10$ pF and $|r|=1$ V/s,

$$C|r|=(10\times10^{-12}\ \text{F})(1\ \text{V/s})=10\times10^{-12}\ \text{C/s}=10\ \text{pA}.$$

The unit follows from 1 F = 1 C/V. This result contains neither the gate voltage nor any property of the channel. On the logarithmic plot it is a horizontal line at 10 pA, which looks just like an off-current. A channel that passes 0.1 pA and one that passes 0.001 pA would both show it. It is therefore a floor of the measurement.

## 4. The first correction

For $\eta<1$ the magnitude of equation (1) depends on the direction of the sweep. Upward, $r=|r|$ and $I_D=I_c-I_{disp}$ is negative. Downward, $r=-|r|$ and $I_D=I_c+I_{disp}$ is positive. Hence

$$|I_D|=I_{disp}(1\mp\eta),$$

with the upper sign for the upward sweep. The plot shows the logarithm of this. Since $\ln(1\mp\eta)=\mp\eta-\eta^2/2+\dots$, division by $\ln10$ gives

$$\log_{10}\frac{|I_D|}{I_{disp}}=\mp\frac{\eta}{\ln 10}-\frac{\eta^2}{2\ln10}+\dots \tag{2}$$

The true conduction current enters only as a small displacement of the plateau, in opposite directions for the two sweeps.

Numbers need a model of the channel. Take

$$I_{ch}=I_{off}+I_0\,10^{V_G/S},$$

with $I_{off}=0.1$ pA, $I_0=1$ µA and a subthreshold swing $S=1$ V per decade. The gate runs between $-10$ V and 0 V, $V_D=0.1$ V and $R=10^{14}$ Ω. These are round model values, and the exponential stands for the low-current part of the curve. A real curve bends over at higher current, as Section 10 shows. At $V_G=-9$ V,

$$I_{ch}=0.1\ \text{pA}+10^{-6}\times10^{-9}\ \text{A}=0.101\ \text{pA},$$

$$I_{leak}=\frac{0.1\ \text{V}+9\ \text{V}}{10^{14}\ \Omega}=0.091\ \text{pA}.$$

So $I_c=0.192$ pA and $\eta=0.0192$. The upward sweep reads $0.192-10=-9.81$ pA and the downward sweep $0.192+10=10.19$ pA. By equation (2) the plateau moves by $0.0192/2.303=0.008$ decades. On a plot that spans several decades this is hard to see, and the next term is about a hundred times smaller. The logarithmic plot hides the very quantity that it is meant to show.

The error in the reported figure of merit is large. With leakage left aside, the upward floor is $10-0.1=9.9$ pA. The apparent on/off ratio is then $1\ \mu\text{A}/9.9\ \text{pA}\approx1.0\times10^5$. The true ratio is $1\ \mu\text{A}/0.1\ \text{pA}\approx1.0\times10^7$. The transistor looks a hundred times worse than it is.

## 5. The opposite limit

When the channel conducts well, $I_{disp}/I_c$ is the small parameter, and equation (1) gives

$$|I_D|=I_c\left(1\mp\frac{I_{disp}}{I_c}\right).$$

At $V_G=0$ the correction is $10\ \text{pA}/1\ \mu\text{A}=10^{-5}$ of the current, so the displacement current does not spoil the on-current.

Between the two limits the slope is affected. The apparent swing $S_{app}$ is the gate voltage per decade of $|I_D|$. Where the exponential term dominates $I_c$, $dI_c/dV_G=I_c\ln10/S$, and $I_{disp}$ does not depend on $V_G$. Therefore

$$\frac{1}{S_{app}}=\frac{1}{\ln10}\,\frac{1}{|I_D|}\frac{d|I_D|}{dV_G}
=\frac{1}{S}\,\frac{I_c}{I_c\mp I_{disp}},$$

$$S_{app}=S\left(1\mp\frac{I_{disp}}{I_c}\right).$$

At $V_G=-4$ V the channel carries about 100 pA. The upward sweep then shows 0.9 V per decade and the downward sweep 1.1 V per decade, although the true value is 1.0. An upward sweep flatters the swing, so a swing should be extracted where $I_c$ is far above $I_{disp}$ but still far below the current at which the real curve bends over.

## 6. The crossover and its dip

In the upward sweep $I_D$ is negative on the plateau and positive at high current. It passes through zero where $I_c=I_{disp}$, and the logarithm of its magnitude has a sharp dip there. The downward current is a sum of positive terms and has no dip.

Without leakage, the condition is $I_{off}+I_0\,10^{V_G/S}=I_{disp}$. Subtracting $I_{off}$, dividing by $I_0$ and taking the logarithm gives

$$V_{dip}=S\log_{10}\frac{I_{disp}-I_{off}}{I_0}
=(1\ \text{V})\log_{10}\frac{9.9\times10^{-12}}{10^{-6}}=-5.004\ \text{V}.$$

Once the meter's initial transient has passed, the lowest of a set of closely spaced readings in an upward sweep lies in this dip and is not an off-current. The dip marks the sign change of the measured current. It is not a feature of the channel: it moves by $S$ for each factor of ten in sweep rate, as long as $I_{disp}$ is far above both $I_{off}$ and the leakage and the meter follows without appreciable lag.

## 7. The meter's response time

An ammeter for picoamperes is slow. The simplest model gives its reading $I_m$ one time constant $\tau$:

$$\tau\frac{dI_m}{dt}+I_m=I_D. \tag{3}$$

For a constant displacement current the settled solution is $I_m=I_D$, so the plateau has no lag error. The initial transient decays as $e^{-t/\tau}$. With $\tau=10$ ms it is down to $e^{-10}$, or 0.005 % of its starting size, after 0.1 s. The gate has moved by 0.1 V in that time.

The exponential part of the channel current does lag. During a ramp it varies as $e^{\lambda t}$ with $\lambda=r\ln10/S$. Trying $I_m=a\,e^{\lambda t}$ in equation (3) for an input $e^{\lambda t}$ gives $a(\lambda\tau+1)=1$, so

$$a=\frac{1}{1+\lambda\tau}\simeq1-\lambda\tau .$$

Here $|\lambda\tau|=(1\ \text{V/s})(0.010\ \text{s})(2.303)/(1\ \text{V})=0.023$. A rising exponential reads 2.3 % low to first order. Equivalently, the curve is shifted by $r\tau=10$ mV along the gate axis.

The lag moves the dip up by 10 mV. Leakage, about 0.05 pA at $-5$ V, moves it down by $(S/\ln10)(0.05/9.9)\approx2$ mV. The dip stays at $-5.0$ V to the accuracy that this model deserves.

## 8. A staircase instead of a ramp

An instrument may instead raise the gate in steps $\Delta V$, one per period $T$, and read the current in a window of length $t_w$ that opens after a delay $t_d$. The mean rate is $\Delta V/T$, but the reading need not be $C\Delta V/T$.

Each fast step sends a charge of size $C\Delta V$ through the drain lead in a short pulse. By equation (3) the meter answers with a reading of size $(C\Delta V/\tau)e^{-t/\tau}$, whose time integral is $C\Delta V$. After many steps the tails of earlier pulses add up. Since they are $T$, $2T$, … older, the sum is geometric:

$$|I_m(t)|=\frac{C\Delta V}{\tau}e^{-t/\tau}\left(1+e^{-T/\tau}+e^{-2T/\tau}+\dots\right)
=\frac{C\Delta V}{\tau}\,\frac{e^{-t/\tau}}{1-e^{-T/\tau}} .$$

The average over the window is the integral from $t_d$ to $t_d+t_w$ divided by $t_w$. The integral of $e^{-t/\tau}/\tau$ is $-e^{-t/\tau}$, so

$$\overline{|I_m|}=\frac{C\Delta V}{t_w}\,\frac{e^{-t_d/\tau}-e^{-(t_d+t_w)/\tau}}{1-e^{-T/\tau}} . \tag{4}$$

Two cases show its content.

**Whole-step average.** For $t_d=0$ and $t_w=T$ the fraction equals one, and the reading is $C\Delta V/T$ for any $\tau$. Steps of 0.1 V every 100 ms carry 1 pC each and give $1\ \text{pC}/0.1\ \text{s}=10$ pA, the ramp result.

**Delayed reading.** Take the same steps with $t_d=50$ ms and $t_w=20$ ms. The prefactor is $1\ \text{pC}/20\ \text{ms}=50$ pA, and the denominator is 1 to within 0.005 %. Then

$$\overline{|I_m|}=50\ \text{pA}\times(e^{-5}-e^{-7})=50\ \text{pA}\times0.00583=0.29\ \text{pA}.$$

At the same mean rate the false floor has fallen from 10 pA to 0.29 pA. The 10 pA estimate therefore holds for a linear ramp, or for a staircase averaged over whole steps. If the meter is much slower than the step period, $\tau\gg T$, equation (4) gives nearly $C\Delta V/T$ for a delayed reading too.

## 9. Separating the two currents

Equation (1) suggests a diagnosis. Sweep both ways at the same speed and compare the signed currents at one gate voltage:

$$\tfrac12(I_{down}-I_{up})=\tfrac12\left[(I_c+I_{disp})-(I_c-I_{disp})\right]=I_{disp},$$

$$\tfrac12(I_{down}+I_{up})=\tfrac12\left[(I_c+I_{disp})+(I_c-I_{disp})\right]=I_c .$$

At $-9$ V the first gives 10.0 pA, and division by 1 V/s returns the capacitance, 10 pF. At half the rate it gives 5.0 pA. A true off-current would not change with the rate. For a staircase read after a fixed delay, this test must be made with a smaller step. If only the period is lengthened, and $T\gg\tau$, equation (4) gives the same false floor at the lower mean rate.

The second gives 0.192 pA. This is not yet the channel current of 0.101 pA, because leakage has the same sign in both sweeps and survives the sum. It has to be found separately, for instance from the current in the gate lead, from which its own displacement part and any leakage between gate and source must also be removed.

Both formulas assume that the meter follows the current without lag and that $I_c$ depends on the gate voltage alone. With the 10 ms time constant of Section 7, the half-difference is still 10.0 pA at $-9$ V but reads 12.3 pA at $-4$ V. Charge traps can break the second assumption by shifting the curve between the sweeps. Electrons that are trapped from the channel at high gate voltage and released at low gate voltage make the upward current the larger one. Suppose that the upward curve is shifted by 1 V so that its exponential part is ten times larger. At $-9$ V that part rises from 0.001 to 0.01 pA, and each half-combination changes by about 0.005 pA. At $-5$ V it rises from 10 to 100 pA, and each changes by 45 pA. Even at $-7$ V, still on the plateau, the half-sum would be 0.72 pA instead of 0.27 pA. With such a shift the half-sum can be trusted only where the exponential part, after the shift, is still small beside $I_c$.

## 10. The estimate beside a real device

Consider a device that has a heavily doped wafer as its gate, covered by an oxide on which the channel and its contact pads lie. The pads then face the gate over their whole area. For an oxide of thickness $d=300$ nm and relative permittivity 3.9, the capacitance per area is $3.9\,\varepsilon_0/d=0.115$ fF/µm², where $\varepsilon_0$ is the vacuum permittivity. A capacitance of 10 pF needs

$$\frac{10\,000\ \text{fF}}{0.115\ \text{fF}/\mu\text{m}^2}\approx87\,000\ \mu\text{m}^2,$$

a square of side 295 µm. This is a large pad. One of side 100 µm has $10\ \text{pF}\times(100/295)^2\approx1.15$ pF and a floor near 1.15 pA at 1 V/s, to which unguarded wiring adds. The 10 pA floor thus belongs to large pads, poor guarding or faster sweeps. The estimate also assumes a linear ramp. Section 8 shows that a staircase with a delayed reading can lower the number by a factor of more than thirty.

The other omissions can be sized for the same device.

- **Leakage.** At $-10$ V it is $10.1\ \text{V}/10^{14}\ \Omega=0.10$ pA. This is 1 % of the false floor but as large as the true off-current. The resistance is a rough value and varies strongly with the insulation and its surface.
- **Charging of the channel.** By the parallel-plate formula, a channel of 10 µm by 5 µm has about $50\times0.115=5.8$ fF to the gate. If all its charge came through the drain, the current would be 0.006 pA.
- **Bending of the channel curve.** Apart from edge fields, which add roughly a tenth for a channel this narrow, the gate can add charge to the channel by at most 0.115 fF/µm², or $1.15\times10^{-8}$ F/cm², per volt. For a channel 10 µm long and 5 µm wide with a mobility of 50 cm²/(V s), the current at $V_D=0.1$ V can then rise by at most $(5/10)\times50\times1.15\times10^{-8}\times0.1\ \text{A/V}=29$ nA per volt. An exponential with $S=1$ V per decade rises by 2.303 times its own value per volt, so it cannot continue beyond about $29/2.303\approx12$ nA. The bending is gradual and starts lower: in a charge-sheet model with a uniform density of interface traps, the swing is already about a tenth larger at 1 nA and about doubled at 12 nA. This device would reach 1 µA only at a positive gate voltage of some tens of volts. The plateau and the dip lie at far lower currents and are not affected, but the on-current of 1 µA at $V_G=0$ belongs to the model curve.
- **Field at the pad edges.** For a long strip as wide as the pad, a numerical solution for the surface charge, with the oxide taken to fill all space, gives 0.6 % more capacitance than the parallel-plate formula. A square has two pairs of edges, so about 1 % is expected under the same assumption. With air above the pad the excess is smaller still.
- **Depletion of the gate.** A p-type wafer under negative bias loses holes near its surface. The charge per area is $0.115\ \text{fF}/\mu\text{m}^2\times10.1\ \text{V}=1.16$ fC/µm². At a doping of $10^{19}$ cm⁻³ full depletion would uncover a layer 0.7 nm thick. With relative permittivity 12 for the wafer, the capacitance would fall by $(0.7/12)/(300/3.9)$, or 0.08 %. This layer is thinner than the Debye length of about 1.3 nm, so the holes are in fact only partly removed, over a greater depth. The loss is then larger, about 0.2 %, and still negligible.
- **Breakdown and tunnelling.** The oxide field is $10.1\ \text{V}/300\ \text{nm}=0.34$ MV/cm, far below the roughly 10 MV/cm at which a good thermal oxide fails. For a barrier of 3 eV and an electron mass of 0.4 free-electron masses, the semiclassical transmission through the tilted barrier is about $10^{-290}$. Tunnelling through a sound oxide plays no part.

Slow polarisation of the dielectric is not modelled. It would leave a current that outlasts $\tau$ after each step.

## 11. Lowering the floor

To bring $I_{disp}$ down to one tenth of the true off-current with a linear ramp and unchanged capacitance, the rate must be

$$|r|=\frac{0.1\,I_{off}}{C}=\frac{0.01\ \text{pA}}{10\ \text{pF}}=1\ \text{mV/s}.$$

A 10 V sweep then takes $10^4$ s, or 2.8 hours.

Waiting after each step is far cheaper, because the false current falls exponentially with the delay and only in proportion to the rate. For $T\gg\tau$, equation (4) becomes

$$\overline{|I_m|}\simeq\frac{C\Delta V}{t_w}\left(1-e^{-t_w/\tau}\right)e^{-t_d/\tau}.$$

With 0.1 V steps and a 20 ms window the factor before the last exponential is $50\times(1-e^{-2})=43$ pA. A reading of 0.01 pA requires

$$t_d=\tau\ln\frac{43}{0.01}=(10\ \text{ms})(8.4)=84\ \text{ms}.$$

A hundred steps of 104 ms take about 10 s. This gain holds if the circuit settles with the single time constant $\tau$; slow polarisation or traps would require a longer wait. Neither remedy removes leakage, which in this example is the next floor, at about 0.1 pA.

All numerical values are calculated from the stated model.
